# Central Height of a Shallow Buckled Beam Between Fixed Clamps: a program that tests the result

```python
"""Height of a buckled beam between fixed clamps.

Result under test: h = (2 L/pi) sqrt(eps - eps_c),
                   eps_c = pi^2 t^2/(3 L^2).
L: clamp distance; t: thickness; h: central height;
eps: compressive mismatch strain (relaxed length is L(1+eps));
eps_c: strain at which the flat beam buckles.
Finite elements minimise the shallow-beam energy without assuming a shape.
A separate extensible-beam calculation allows finite rotations.
"""
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.linalg import cholesky, eigh, solve_triangular
from scipy.optimize import fsolve, minimize

# Example inputs: micrometres and GPa; material values are rough.
span = 20.0
thickness = 0.300
width = 2.0
modulus = 70.0
poisson = 0.17
biaxial_stress = 0.300
root_length = 0.5 * thickness   # assumed clamp rotation / curvature
initial_bow = 0.005             # assumed stress-free central bow
expansion_difference = 2.1e-6   # rough, silicon minus oxide, per K
temperature_rise = 10.0


def critical_strain(t, length):
    return np.pi**2 * t**2 / (3 * length**2)


def height_law(strain, threshold, length):
    return 2 * length / np.pi * np.sqrt(strain - threshold)


strain = biaxial_stress * (1 - poisson) / modulus
threshold = critical_strain(thickness, span)
height = height_law(strain, threshold, span)
tau = thickness / span

# Hooke's law in plane stress: before release, then with free side edges.
stiffness = modulus / (1 - poisson**2) * np.array(
    [[1, poisson], [poisson, 1]])
film_strain = np.linalg.solve(stiffness, [biaxial_stress] * 2)
assert np.isclose(film_strain[0], strain, rtol=1e-12)
side_strain = -stiffness[1, 0] * strain / stiffness[1, 1]
released_stress = (stiffness @ [strain, side_strain])[0]
assert np.isclose(released_stress, modulus * strain, rtol=1e-12)

# Cubic Hermite elements on the unit interval.
elements = 24
cell = 1 / elements
size = 2 * (elements + 1)
bending = np.zeros((size, size))
slope_matrix = np.zeros((size, size))
curvature_load = np.zeros(size)
points, weights = np.polynomial.legendre.leggauss(4)
for element in range(elements):
    dof = np.arange(2 * element, 2 * element + 4)
    for point, weight in zip(points, weights):
        z = (point + 1) / 2
        dx = weight * cell / 2
        first = np.array([(-6*z + 6*z*z) / cell, 1 - 4*z + 3*z*z,
                          (6*z - 6*z*z) / cell, -2*z + 3*z*z])
        second = np.array([(-6 + 12*z) / cell**2, (-4 + 6*z) / cell,
                           (6 - 12*z) / cell**2, (-2 + 6*z) / cell])
        bending[np.ix_(dof, dof)] += dx * np.outer(second, second)
        slope_matrix[np.ix_(dof, dof)] += dx * np.outer(first, first)
        curvature_load[dof] += dx * second

clamped = np.arange(2, 2 * elements)
nodes = np.linspace(0, 1, elements + 1)
K = bending[np.ix_(clamped, clamped)]
G = slope_matrix[np.ix_(clamped, clamped)]

# A uniform natural curvature exerts no generalized load between clamps.
assert np.max(np.abs(curvature_load[clamped])) < 1e-9

# Threshold and shape from the linear stability eigenproblem.
loads, modes = eigh(K, G)
fe_threshold = tau**2 * loads[0] / 12
assert np.isclose(fe_threshold, threshold, rtol=1e-4)
mode = np.zeros(size)
mode[clamped] = modes[:, 0]
mode_shape = mode[::2] / mode[elements]
cosine_shape = (1 - np.cos(2 * np.pi * nodes)) / 2
assert np.max(np.abs(mode_shape - cosine_shape)) < 1e-4

# Asymmetric starting shape, so the calculation must find the mode itself.
start = np.zeros(size)
start[::2] = 60 * nodes**2 * (1 - nodes)**3
start[1::2] = 60 * (2*nodes*(1-nodes)**3 - 3*nodes**2*(1-nodes)**2)


def relax(scaled_strain, free=clamped, end_spring=0.0, bow=0.0):
    """Minimise energy; deflection is scaled by t, strain by (t/L)^2."""
    stiffness_full = bending.copy()
    stiffness_full[1, 1] += end_spring
    stiffness_full[-1, -1] += end_spring
    stiff = stiffness_full[np.ix_(free, free)]
    geometric = slope_matrix[np.ix_(free, free)]
    lower = cholesky(stiff, lower=True)
    half = solve_triangular(lower, geometric, lower=True)
    metric = solve_triangular(lower, half.T, lower=True)
    metric = (metric + metric.T) / 2
    natural = np.zeros(size)
    natural[::2] = bow * cosine_shape
    natural[1::2] = bow * np.pi * np.sin(2 * np.pi * nodes)
    y0 = lower.T @ natural[free]
    natural_extra = y0 @ metric @ y0 / 2

    def compression(y):
        return scaled_strain - y @ metric @ y / 2 + natural_extra

    def energy(y):
        return compression(y)**2 / 2 + (y - y0) @ (y - y0) / 24

    def gradient(y):
        return -compression(y) * (metric @ y) + (y - y0) / 12

    def hessian(y):
        force = metric @ y
        return (np.eye(len(y)) / 12 - compression(y) * metric
                + np.outer(force, force))

    y = minimize(energy, lower.T @ start[free], jac=gradient,
                 method="BFGS", options={"gtol": 1e-7, "maxiter": 2000}).x
    for _ in range(6):
        y = y - np.linalg.solve(hessian(y), gradient(y))
    assert np.linalg.norm(gradient(y)) < 1e-9
    assert np.linalg.eigvalsh(hessian(y))[0] > 0
    full = np.zeros(size)
    full[free] = solve_triangular(lower.T, y, lower=False)
    return abs(full[elements]), compression(y)


scaled_threshold = threshold / tau**2
for ratio in (1.05, 2.0, strain / threshold, 10.0):
    fe_height, fe_compression = relax(ratio * scaled_threshold)
    expected = height_law(ratio * threshold, threshold, span) / thickness
    assert np.isclose(fe_height, expected, rtol=1e-3)
    assert np.isclose(fe_compression, scaled_threshold, rtol=1e-4)
flat_height, flat_compression = relax(0.8 * scaled_threshold)
assert flat_height < 1e-6
assert np.isclose(flat_compression, 0.8 * scaled_threshold, rtol=1e-8)
example_fe_height = relax(strain / tau**2)[0] * thickness

# The second buckled branch exists here, but its energy has a descent direction.
second_load = loads[1] / 12
assert strain / tau**2 > second_load
second_shape = modes[:, 1] * np.sqrt(
    2 * (strain / tau**2 - second_load))
second_force = G @ second_shape
second_hessian = K / 12 - second_load * G + np.outer(
    second_force, second_force)
assert eigh(second_hessian, G, eigvals_only=True)[0] < 0

# Arc length of the derived shape, without the small-slope expansion.
max_slope = np.pi * height / span


def extra_arc(x):
    slope = max_slope * np.sin(2 * np.pi * x)
    return np.sqrt(1 + slope**2) - 1


arc_excess = quad(extra_arc, 0, 1, epsabs=1e-13)[0]
assert abs(arc_excess / (strain - threshold) - 1) < max_slope**2


def finite_rotation(natural_length, clamp_distance, slenderness):
    """Return height, contour length and clamp curvature; unit length L."""
    mismatch = natural_length / clamp_distance - 1
    load_guess = critical_strain(slenderness, 1)
    height_guess = height_law(mismatch, load_guess, 1)
    curvature_guess = 2 * np.pi**2 * height_guess

    def integrate(factors):
        curvature0 = factors[0] * curvature_guess
        load = factors[1] * load_guess

        def equations(_, state):
            angle, curvature = state[:2]
            stretch = 1 - load * np.cos(angle)
            return [curvature,
                    -12 * load / slenderness**2 * stretch * np.sin(angle),
                    stretch * np.cos(angle), stretch * np.sin(angle), stretch]

        return solve_ivp(equations, (0, natural_length / 2),
                         [0, curvature0, 0, 0, 0], method="DOP853",
                         rtol=1e-10, atol=1e-13).y[:, -1]

    def mismatch_at_centre(factors):
        end = integrate(factors)
        return [end[0] / (np.pi * height_guess),
                (end[2] - clamp_distance / 2) / (mismatch - load_guess)]

    factors = fsolve(mismatch_at_centre, [1.0, 1.0], xtol=1e-11)
    assert np.max(np.abs(mismatch_at_centre(factors))) < 1e-7
    end = integrate(factors)
    assert end[3] > 0.5 * height_guess
    return end[3], 2 * end[4], factors[0] * curvature_guess


large_height, large_contour, clamp_curvature = finite_rotation(
    1 + strain, 1, tau)
finite_height = large_height * span
assert abs(finite_height / height - 1) < 0.01
assert np.isclose(large_contour - 1, strain - threshold, rtol=0.01)
clamp_bending_strain = np.pi**2 * thickness * height / span**2
assert np.isclose(tau * clamp_curvature / 2, clamp_bending_strain, rtol=0.02)

# The shallow-theory error must fall in proportion to strain.
thin_errors = []
for test_strain, test_tau in ((0.004, 0.0035), (0.001, 0.00175)):
    test_height = finite_rotation(1 + test_strain, 1, test_tau)[0]
    law = height_law(test_strain, critical_strain(test_tau, 1), 1)
    thin_errors.append(test_height / law - 1)
assert 3.8 < thin_errors[0] / thin_errors[1] < 4.2

# Clamps moved inward: contour stays nearly fixed once buckling has begun.
shortening_a, shortening_b = 0.002, 0.004
contour_a = finite_rotation(1, 1 - shortening_a, tau)[1]
contour_b = finite_rotation(1, 1 - shortening_b, tau)[1]
contour_change_ratio = abs(contour_b - contour_a) / (
    shortening_b - shortening_a)
assert contour_change_ratio < 0.01

# Neglected effects, each applied separately to the same example.
rotating_ends = np.r_[1, clamped, size - 1]
compliant_height = relax(strain / tau**2, rotating_ends,
                         span / root_length)[0] * thickness
bowed_height = relax(strain / tau**2, bow=initial_bow / thickness)[0]
bowed_height *= thickness
plate_height = height_law(strain, threshold / (1 - poisson**2), span)
warm_strain = strain - expansion_difference * temperature_rise
warm_height = height_law(warm_strain, threshold, span)
no_threshold_height = height_law(strain, 0, span)
surface_stress = modulus * (clamp_bending_strain - threshold)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


def change(value):
    return 100 * (value / height - 1)


show("Clamp distance", span, "um", 1)
show("Thickness", thickness * 1000, "nm", 1)
show("Width", width, "um", 1)
show("Young modulus, rough", modulus, "GPa", 1)
show("Poisson ratio, rough", poisson, "", 2)
show("Biaxial compression before release, rough", biaxial_stress*1000, "MPa", 1)
show("Mismatch strain", strain * 100, "%")
show("Critical strain", threshold * 100, "%")
show("Excess strain", (strain - threshold) * 100, "%")
show("Mismatch / critical strain", strain / threshold, "", 3)
show("Central height, formula", height * 1000, "nm", 2)
show("Central height, finite elements", example_fe_height * 1000, "nm", 2)
show("Central height, finite rotations", finite_height * 1000, "nm", 2)
show("Height if critical strain is omitted", no_threshold_height*1000, "nm", 2)
show("Error if critical strain is omitted", change(no_threshold_height), "%", 2)
show("Maximum slope", max_slope, "", 4)
show("Relaxed length minus span", span * strain * 1000, "nm", 2)
show("Buckled contour minus span, shallow", span*(strain-threshold)*1000, "nm", 2)
show("Buckled contour minus span, finite rotations",
     span * (large_contour - 1) * 1000, "nm", 2)
show("Contour change / span change, clamps moved",
     contour_change_ratio, "", 6)
show("Second / first buckling strain", loads[1] / loads[0], "", 4)
show("Surface bending strain at clamp", clamp_bending_strain * 100, "%")
show("Largest tensile surface stress", surface_stress * 1000, "MPa", 1)
show("Height change, finite rotations", change(finite_height), "%", 3)
show("Assumed clamp compliance length", root_length * 1000, "nm", 1)
show("Height change, compliant clamps", change(compliant_height), "%", 3)
show("Height change, full plate stiffening", change(plate_height), "%", 3)
show("Assumed initial bow", initial_bow * 1000, "nm", 1)
show("Height change, initial bow", change(bowed_height), "%", 3)
show("Expansion mismatch, rough", expansion_difference * 1e6, "ppm/K", 1)
show("Temperature rise", temperature_rise, "K", 1)
show("Height change, temperature rise", change(warm_height), "%", 3)
print("checks complete")
```

Printed output:

```
Clamp distance: 20.0 um
Thickness: 300.0 nm
Width: 2.0 um
Young modulus, rough: 70.0 GPa
Poisson ratio, rough: 0.17
Biaxial compression before release, rough: 300.0 MPa
Mismatch strain: 0.3557 %
Critical strain: 0.0740 %
Excess strain: 0.2817 %
Mismatch / critical strain: 4.806
Central height, formula: 675.77 nm
Central height, finite elements: 675.77 nm
Central height, finite rotations: 676.50 nm
Height if critical strain is omitted: 759.38 nm
Error if critical strain is omitted: 12.37 %
Maximum slope: 0.1061
Relaxed length minus span: 71.14 nm
Buckled contour minus span, shallow: 56.34 nm
Buckled contour minus span, finite rotations: 56.40 nm
Contour change / span change, clamps moved: 0.000372
Second / first buckling strain: 2.0458
Surface bending strain at clamp: 0.5002 %
Largest tensile surface stress: 298.3 MPa
Height change, finite rotations: 0.108 %
Assumed clamp compliance length: 150.0 nm
Height change, compliant clamps: 1.081 %
Height change, full plate stiffening: -0.392 %
Assumed initial bow: 5.0 nm
Height change, initial bow: 0.100 %
Expansion mismatch, rough: 2.1 ppm/K
Temperature rise: 10.0 K
Height change, temperature rise: -0.373 %
checks complete
```
